# Spectral bandwidth and depolarisation in ellipsometry of a 10 µm oxide: a program that tests the result

```python
"""
Result under test: light reflected by a thick oxide on silicon and summed over
a narrow band has depolarisation
    D = 1 - P^2 = (2 pi sigma / Lambda)^2 G^2
P      degree of polarisation (equal in-phase p and s amplitudes come in)
sigma  rms width of the slit function; B is its full width at half maximum
Lambda fringe spacing, lambda^2 / (2 d (q - lambda dq/dlambda))
q      sqrt(n^2 - sin^2 theta), n the oxide index, d the oxide thickness
G      speed of the unit Stokes vector per radian of film phase
Time factor exp(-i omega t), index n + i k. Lengths in nm, angles in radians.
The reference side is a transfer-matrix reflection averaged numerically.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

LAM = 633.0
D_NOM = 10000.0
THETA = np.radians(70.0)
SI_INDEX = 3.88 + 0.02j      # rough typical value near 633 nm
SI_SLOPE = -1.6e-3           # rough dn/dlambda of silicon, 1/nm
TARGET = 0.01


def oxide_index(lam):
    """Rough Cauchy form for silica."""
    return 1.448 + 3500.0 / lam**2


def normal_index(n, theta):
    return np.sqrt(n**2 - np.sin(theta)**2 + 0j)


def reflect(lam, theta, d, si_slope=0.0):
    """r_p and r_s from the transfer matrix of tangential fields."""
    n1 = oxide_index(lam)
    n2 = SI_INDEX + si_slope * (lam - LAM)
    q0 = np.cos(theta)
    q1, q2 = normal_index(n1, theta), normal_index(n2, theta)
    beta = 2 * np.pi * d * q1 / lam
    out = []
    for y0, y1, y2, sign in ((1 / q0, n1**2 / q1, n2**2 / q2, -1),
                             (q0, q1, q2, 1)):
        e = np.cos(beta) - 1j * np.sin(beta) * y2 / y1
        h = -1j * y1 * np.sin(beta) + np.cos(beta) * y2
        out.append(sign * (y0 * e - h) / (y0 * e + h))
    return out


def stokes(rp, rs):
    cross = 2 * rp * np.conj(rs)
    ip, is_ = abs(rp)**2, abs(rs)**2
    return np.array([ip + is_, ip - is_, cross.real, cross.imag])


def depolarisation(rp, rs, weights):
    total = (stokes(rp, rs) * weights).reshape(4, -1).sum(axis=1)
    return 1 - np.sum(total[1:]**2) / total[0]**2


def slit(width, shape="triangle"):
    """Offsets and normalised weights of a slit function of given FWHM."""
    x, w = np.polynomial.legendre.leggauss(80)
    if shape == "box":
        return width * x / 2, w / 2
    if shape == "gauss":
        x, w = np.polynomial.hermite.hermgauss(40)
        s = width / np.sqrt(8 * np.log(2))
        return np.sqrt(2) * s * x, w / np.sqrt(np.pi)
    u = (x + 1) / 2
    half = w / 2 * (1 - u)
    return np.r_[-width * u, width * u], np.r_[half, half]


def band_depol(width, theta, d, shape="triangle", si_slope=0.0):
    x, w = slit(width, shape)
    rp, rs = reflect(LAM + x, theta, d, si_slope)
    return depolarisation(rp, rs, w)


def interfaces(lam, theta):
    """(a, b) for p and for s: air-oxide and oxide-silicon coefficients."""
    e1, e2 = oxide_index(lam)**2, SI_INDEX**2
    q0 = np.cos(theta)
    q1 = normal_index(oxide_index(lam), theta).real
    q2 = normal_index(SI_INDEX, theta)
    p = ((e1 * q0 - q1) / (e1 * q0 + q1),
         (e2 * q1 - e1 * q2) / (e2 * q1 + e1 * q2))
    s = ((q0 - q1) / (q0 + q1), (q1 - q2) / (q1 + q2))
    return p, s


def airy(phi, ab):
    a, b = ab
    x = np.exp(1j * phi)
    den = 1 + a * b * x
    return (a + b * x) / den, 1j * x * b * (1 - a**2) / den**2


def speed(phi, theta, p_shift=0.0):
    p, s = interfaces(LAM, theta)
    rp, drp = airy(phi + p_shift, p)
    rs, drs = airy(phi, s)
    return 2 * abs(drp * rs - rp * drs) / (abs(rp)**2 + abs(rs)**2)


def film_phase(theta, d):
    return 4 * np.pi * d * normal_index(oxide_index(LAM), theta).real / LAM


def fringe(lam, theta, d):
    n = oxide_index(lam)
    q = normal_index(n, theta).real
    slope = n * (-7000.0 / lam**3) / q
    return lam**2 / (2 * d * (q - lam * slope))


PHI = np.linspace(0, 2 * np.pi, 20001)


def worst_case(theta):
    g = speed(PHI, theta)
    i = np.argmax(g)
    return g[i], PHI[i]


def thickness_at(phase, theta, near):
    unit = film_phase(theta, 1.0)
    m = np.round((near * unit - phase) / (2 * np.pi))
    return (phase + 2 * np.pi * m) / unit


def allowed_width(target, theta):
    return (np.sqrt(6 * target) * fringe(LAM, theta, D_NOM)
            / (2 * np.pi * worst_case(theta)[0]))


# Summed internal reflections against the transfer matrix
for lam in (600.0, 633.0, 661.0):
    q1 = normal_index(oxide_index(lam), THETA).real
    for r, ab in zip(reflect(lam, THETA, D_NOM), interfaces(lam, THETA)):
        assert abs(r - airy(4 * np.pi * D_NOM * q1 / lam, ab)[0]) < 1e-10

# Fringe spacing against neighbouring minima of the s reflectance
grid = np.arange(600.0, 670.0, 0.01)
rs2 = abs(reflect(grid, THETA, D_NOM)[1])**2
minima = grid[1:-1][(rs2[1:-1] < rs2[:-2]) & (rs2[1:-1] < rs2[2:])]
low, high = minima[minima < LAM][-1], minima[minima >= LAM][0]
assert abs((high - low) / fringe(np.sqrt(low * high), THETA, D_NOM) - 1) < 3e-3

g_max, phi_max = worst_case(THETA)
lam_fr = fringe(LAM, THETA, D_NOM)
d_bad = thickness_at(phi_max, THETA, D_NOM)

# Speed on the sphere against finite differences in wavelength
for d in (D_NOM, d_bad, D_NOM + 60, D_NOM - 70):
    step = 1e-3
    s_hi = stokes(*reflect(LAM + step, THETA, d))
    s_lo = stokes(*reflect(LAM - step, THETA, d))
    rate = np.linalg.norm(s_hi[1:] / s_hi[0] - s_lo[1:] / s_lo[0]) / (2 * step)
    law = 2 * np.pi * speed(film_phase(THETA, d), THETA) / fringe(LAM, THETA, d)
    assert abs(rate / law - 1) < 3e-3

# Depolarisation as half the mean squared distance between states
x, w = slit(3.0)
st = stokes(*reflect(LAM + x, THETA, D_NOM))
prob = w * st[0] / np.sum(w * st[0])
unit = st[1:] / st[0]
dist2 = np.sum((unit[:, :, None] - unit[:, None, :])**2, axis=0)
assert abs(0.5 * prob @ dist2 @ prob - band_depol(3.0, THETA, D_NOM)) < 1e-10


def law_depol(width, theta, d, divisor=6.0):
    g = speed(film_phase(theta, d), theta)
    return (2 * np.pi * g / fringe(LAM, theta, d))**2 * width**2 / divisor


# Narrow-band law for three slit shapes; error is of higher order in width
for d in (D_NOM, d_bad):
    for shape, div in (("triangle", 6), ("box", 12), ("gauss", 8 * np.log(2))):
        ratio = band_depol(0.05, THETA, d, shape) / law_depol(0.05, THETA, d, div)
        assert abs(ratio - 1) < 4e-3

# Thickness scaling at equal fringe phase
d_thin = thickness_at(phi_max, THETA, 1000.0)
thin_ratio = band_depol(0.1, THETA, d_bad) / band_depol(0.1, THETA, d_thin)
assert abs(thin_ratio / (d_bad / d_thin)**2 - 1) < 0.02

# Allowed width: the worst thickness in one fringe period just meets the target
angles = (45, 55, 65, 70, 75)
table = []
for deg in angles:
    th = np.radians(deg)
    width = allowed_width(TARGET, th)
    period = 2 * np.pi / film_phase(th, 1.0)
    scan = [band_depol(width, th, D_NOM + period * f)
            for f in np.linspace(-0.5, 0.5, 161)]
    assert 0.95 * TARGET < max(scan) < 1.03 * TARGET
    table.append((deg, fringe(LAM, th, D_NOM), worst_case(th)[0], width))
b1, b5 = allowed_width(TARGET, THETA), allowed_width(0.05, THETA)

# Hand estimate of the largest speed where r_s nearly vanishes
p_ab, s_ab = interfaces(LAM, THETA)
rp_pi, _ = airy(np.pi, p_ab)
rs_pi, drs_pi = airy(np.pi, s_ab)
g_hand = 2 * abs(drs_pi) / abs(rp_pi)
assert abs(phi_max - np.pi) < 0.05 and abs(g_hand / g_max - 1) < 0.03


# Whole-fringe average against a transfer-matrix average over thickness
def mean_product(u, v):
    bb = u[1] * np.conj(v[1])
    return u[0] * v[0] + (1 - u[0]**2) * (1 - v[0]**2) * bb / (1 - u[0] * v[0] * bb)


pp, ss = mean_product(p_ab, p_ab).real, mean_product(s_ab, s_ab).real
d_wash = 4 * (pp * ss - abs(mean_product(p_ab, s_ab))**2) / (pp + ss)**2
period = 2 * np.pi / film_phase(THETA, 1.0)
ds = D_NOM + period * np.arange(400) / 400
assert abs(depolarisation(*reflect(LAM, THETA, ds), np.ones(400)) - d_wash) < 1e-9
d_one = band_depol(lam_fr, THETA, D_NOM, "box")
assert abs(d_one - d_wash) < 0.03

# Neglected effects
gx, gw = np.polynomial.legendre.leggauss(40)


def angle_depol(half_deg):
    th = THETA + np.radians(half_deg) * gx
    return depolarisation(*reflect(LAM, th, d_bad), gw / 2)


q70 = normal_index(oxide_index(LAM), THETA).real
phase_per_rad = 4 * np.pi * d_bad / LAM * np.sin(THETA) * np.cos(THETA) / q70
d_ang = angle_depol(0.05)
ang_law = (phase_per_rad * np.radians(0.05) * g_max)**2 / 3
assert abs(d_ang / ang_law - 1) < 0.05
d_focus = angle_depol(2.0)
d_thick = depolarisation(*reflect(LAM, THETA, d_bad + gx), gw / 2)
thick_law = (film_phase(THETA, 1.0) * g_max)**2 / 3
assert abs(d_thick / thick_law - 1) < 0.02

d_band = band_depol(b1, THETA, d_bad)
x, w = slit(b1)
joint = reflect((LAM + x)[:, None, None],
                (THETA + np.radians(0.05) * gx)[None, :, None],
                (d_bad + gx)[None, None, :])
jw = w[:, None, None] * gw[None, :, None] * gw[None, None, :] / 4
d_joint = depolarisation(*joint, jw)
assert abs(d_joint / (d_band + d_ang + d_thick) - 1) < 0.06

si_change = band_depol(b1, THETA, d_bad, si_slope=SI_SLOPE) / d_band - 1
assert abs(si_change) < 0.01
n_ox = oxide_index(LAM)
biref = 1e-3                 # rough stress birefringence of a thermal oxide
q_p = n_ox * np.sqrt(1 - np.sin(THETA)**2 / (n_ox + biref)**2)
p_shift = 4 * np.pi * D_NOM * (q_p - q70) / LAM
g_biref = speed(PHI, THETA, p_shift).max()
assert abs(g_biref / g_max - 1) < 0.05
depth = LAM / (4 * np.pi * SI_INDEX.imag)

theta15 = brentq(lambda t: fringe(LAM, t, D_NOM) - 15.0, 0.01, 1.5)
to_mev = constants.h * constants.c / constants.e / (LAM * 1e-9)**2 * 1e-9 * 1e3

print(f"wavelength {LAM:.0f} nm, thickness {D_NOM:.0f} nm, angle 70 deg")
print(f"oxide index {n_ox:.4f}, slope {-7000/LAM**3*1e3:.4f} per um")
print(f"silicon index {SI_INDEX.real:.2f} + {SI_INDEX.imag:.2f} i")
print(f"q at 70 deg: {q70:.4f}")
print(f"film phase / 2 pi: {film_phase(THETA, D_NOM)/(2*np.pi):.3f}")
print(f"fringe spacing at 0 deg: {fringe(LAM, 0.0, D_NOM):.2f} nm")
print(f"fringe spacing at 70 deg: {lam_fr:.2f} nm")
print(f"same without oxide dispersion: {LAM**2/(2*D_NOM*q70):.2f} nm")
print(f"angle where spacing is 15 nm: {np.degrees(theta15):.1f} deg")
print(f"s minima found at {low:.2f} and {high:.2f} nm")
print(f"a_p {p_ab[0]:.4f}, Re b_p {p_ab[1].real:.4f}")
print(f"a_s {s_ab[0]:.4f}, Re b_s {s_ab[1].real:.4f}")
print(f"at phase pi: |r_p| {abs(rp_pi):.4f}, |r_s| {abs(rs_pi):.4f}")
print(f"at phase pi: |dr_s/dphi| {abs(drs_pi):.4f} per rad")
print(f"G_max: hand {g_hand:.3f}, full {g_max:.3f} at {phi_max:.3f} rad")
print(f"rms G over a fringe: {np.sqrt(np.mean(speed(PHI[:-1], THETA)**2)):.3f}")
print(f"worst thickness near nominal: {d_bad:.1f} nm")
print(f"thickness period of fringe: {period:.1f} nm")
print(f"allowed B for D = 1 %: {b1:.3f} nm = {b1*to_mev:.3f} meV")
print(f"allowed B for D = 5 %: {b5:.3f} nm = {b5*to_mev:.3f} meV")
print(f"fringe spacing / B for 1 %: {lam_fr/b1:.1f}, for 5 %: {lam_fr/b5:.1f}")
print(f"averaged D at the 1 % width: {100*d_band:.3f} %")
print(f"averaged D at the 5 % width: {100*band_depol(b5, THETA, d_bad):.3f} %")
print(f"D at 1 % width, nominal d: {100*band_depol(b1, THETA, D_NOM):.3f} %")
print("angle deg | spacing nm | G_max | B for 1 % nm")
for row in table:
    print(f"{row[0]:d} | {row[1]:.2f} | {row[2]:.3f} | {row[3]:.3f}")
print("B nm | averaged D % | quadratic law % (worst thickness)")
for width in (0.1, 0.5, 1.0, 2.0, 5.0, 15.0):
    print(f"{width:.1f} | {100*band_depol(width, THETA, d_bad):.2f}"
          f" | {100*law_depol(width, THETA, d_bad):.2f}")
print(f"whole-fringe D: {100*d_wash:.1f} %, box one fringe wide: {100*d_one:.1f} %")
print(f"D ratio, {d_bad:.0f} nm to {d_thin:.0f} nm film: {thin_ratio:.1f}")
print(f"phase per degree of incidence: {phase_per_rad*np.pi/180:.3f} rad")
print(f"D from +-0.05 deg beam spread: {100*d_ang:.2f} %")
print(f"D from +-2 deg focused beam: {100*d_focus:.1f} %")
print(f"D from +-1 nm thickness in spot: {100*d_thick:.3f} %")
print(f"D joint (1 % band, 0.05 deg, 1 nm): {100*d_joint:.2f} %")
print(f"change of D by silicon dispersion: {100*si_change:.2g} % of D")
print(f"birefringence {biref:.0e}: p-s phase {p_shift:.3f} rad, G_max {g_biref:.3f}")
print(f"absorption depth in silicon: {depth/1000:.2f} um")
print("success")
```

Output:

```
wavelength 633 nm, thickness 10000 nm, angle 70 deg
oxide index 1.4567, slope -0.0276 per um
silicon index 3.88 + 0.02 i
q at 70 deg: 1.1131
film phase / 2 pi: 35.170
fringe spacing at 0 deg: 13.59 nm
fringe spacing at 70 deg: 17.64 nm
same without oxide dispersion: 18.00 nm
angle where spacing is 15 nm: 38.6 deg
s minima found at 627.24 and 645.06 nm
a_p -0.2106, Re b_p 0.3544
a_s -0.5299, Re b_s -0.5436
at phase pi: |r_p| 0.5258, |r_s| 0.0194
at phase pi: |dr_s/dphi| 0.7713 per rad
G_max: hand 2.934, full 2.889 at 3.138 rad
rms G over a fringe: 1.224
worst thickness near nominal: 10093.7 nm
thickness period of fringe: 284.3 nm
allowed B for D = 1 %: 0.238 nm = 0.736 meV
allowed B for D = 5 %: 0.532 nm = 1.646 meV
fringe spacing / B for 1 %: 74.1, for 5 %: 33.1
averaged D at the 1 % width: 1.012 %
averaged D at the 5 % width: 4.924 %
D at 1 % width, nominal d: 0.050 %
angle deg | spacing nm | G_max | B for 1 % nm
45 | 15.49 | 1.168 | 0.517
55 | 16.34 | 1.963 | 0.325
65 | 17.23 | 2.766 | 0.243
70 | 17.64 | 2.889 | 0.238
75 | 17.99 | 2.638 | 0.266
B nm | averaged D % | quadratic law % (worst thickness)
0.1 | 0.18 | 0.18
0.5 | 4.37 | 4.50
1.0 | 16.02 | 17.99
2.0 | 47.67 | 71.98
5.0 | 96.20 | 449.85
15.0 | 78.75 | 4048.69
whole-fringe D: 77.2 %, box one fringe wide: 76.7 %
D ratio, 10094 nm to 995 nm film: 102.8
phase per degree of incidence: 1.010 rad
D from +-0.05 deg beam spread: 0.71 %
D from +-2 deg focused beam: 95.4 %
D from +-1 nm thickness in spot: 0.136 %
D joint (1 % band, 0.05 deg, 1 nm): 1.84 %
change of D by silicon dispersion: -0.0019 % of D
birefringence 1e-03: p-s phase 0.108 rad, G_max 2.893
absorption depth in silicon: 2.52 um
success
```
